# Weighted splitting and roulette for the high-energy tail of a phonon ladder

## Two barriers

Let a particle score 1 if it passes two successive barriers, each with probability $q$. Plain simulation has mean $q^2$. Since the score is 0 or 1, its second moment is also $q^2$, so the second moment relative to the squared mean is $1/q^2$.

Now replace each particle that passes the first barrier by $R$ independent copies of weight $1/R$. If $B_i$ is 1 when copy $i$ passes the second barrier and 0 otherwise, the score is $R^{-1}\sum_i B_i$. Its mean is still $q\cdot q=q^2$. The square contains $R$ diagonal terms of mean $q$ and $R(R-1)$ cross terms of mean $q^2$, so the second moment is

$$
q\left[\frac{q}{R}+\left(1-\frac1R\right)q^2\right].
$$

If $R=1/q$ is an integer, this equals $q^3(2-q)$, or $(2-q)/q$ relative to the squared mean $q^4$. One power of $1/q$ has gone. The mean number of barrier attempts has risen from $1+q$ to $1+qR=2$.

Russian roulette is the reverse operation. A particle of weight $w$ survives with probability $1/R$ and then carries weight $Rw$. The mean weight stays $w$, while the mean squared weight becomes $(Rw)^2/R=Rw^2$. Roulette by itself therefore adds variance; what it buys is less work. It can keep the population in check when every climb splits particles that may fall back and climb again, as electrons exchanging phonons do.

## The transport model and its known tail

Consider nondegenerate electrons in a parabolic two-dimensional band, without a field, exchanging phonons of fixed energy $\hbar\omega$ with a bath at temperature $T$. Let the squared matrix element be $C_0/A$, independent of wavevector, where $A$ is the area. A disc of radius $k$ in wavevector space holds $A\pi k^2/(2\pi)^2=AmE/(2\pi\hbar^2)$ states per spin, so the density of states per area, $g=m/(2\pi\hbar^2)$, does not depend on energy. The golden rule then gives constant rates:

$$
a=WN,\qquad b=W(N+1),\qquad W=\frac{2\pi}{\hbar}C_0g,\qquad N=\frac{1}{e^{\hbar\omega/k_BT}-1}.
$$

Here $a$ is the absorption rate and $b$ the emission rate. Write $E=\varepsilon+n\hbar\omega$ with $0\le\varepsilon<\hbar\omega$. Scattering changes $n$ by one and leaves $\varepsilon$ alone. Emission requires $n\ge1$. Define

$$
\rho=\frac ab=\frac{N}{N+1}=e^{-\hbar\omega/k_BT}<1 .
$$

In the stationary state the flux between neighbouring levels vanishes, $a\pi_n=b\pi_{n+1}$, hence $\pi_n=(1-\rho)\rho^n$ and

$$
P(n\ge M)=\sum_{n=M}^{\infty}(1-\rho)\rho^n=\rho^M .
$$

Because $\varepsilon<\hbar\omega$, the event $n\ge M$ is the same as $E\ge M\hbar\omega$.

**Cycles.** A cycle runs from one entry into $n=0$ to the next. It consists of a stay at $n=0$ of mean duration $1/a$ and an excursion that starts at $n=1$. Let $\theta$ be the mean time to descend one level. The first event takes $1/(a+b)$ on average and goes up with probability $u=a/(a+b)$, after which two levels must be descended:

$$
\theta=\frac1{a+b}+2u\theta
\quad\Rightarrow\quad
\theta=\frac{1}{(a+b)(1-2u)}=\frac1{b-a}.
$$

The mean cycle time is therefore

$$
T_c=\frac1a+\frac1{b-a}=\frac{b}{a(b-a)}=\frac1{a(1-\rho)} .
$$

By the renewal theorem the mean time spent at level $n$ per cycle is $\pi_nT_c=\rho^n/a$. The mean time above threshold per cycle and the tail are then

$$
m_1=\sum_{n\ge M}\frac{\rho^n}{a}=\frac{\rho^M}{a(1-\rho)},\qquad P=\frac{m_1}{T_c}=\rho^M .
$$

The simulation estimates $m_1$ and divides by the known $T_c$.

## The algorithm

Take an integer $R\ge1$ and $M\ge2$. Each excursion starts at $n=1$ with weight 1.

```
score = 0; stack = [(n=1, w=1)]
while stack is not empty:
    take (n, w) from stack
    draw t from the exponential law with rate a+b
    if n >= M: score += w*t
    with probability a/(a+b):             # absorption
        if n+1 <= M: push R copies of (n+1, w/R)
        else:        push (n+1, w)
    otherwise:                            # emission
        if n-1 == 0: end this particle
        else if n <= M:
            with probability 1/R: push (n-1, R*w)
        else:        push (n-1, w)
return score                              # one cycle
```

Average the score over cycles and divide by $T_c$. With $R=1$ this is plain simulation. The weight depends on the level alone:

$$
w_n=R^{-(\min(n,M)-1)} .
$$

Checking this relation during a run detects a misplaced splitting or roulette boundary, but not a wrong scoring threshold. The copies must use independent random numbers for the variance derived below to hold.

## Unbiasedness

Let $K$ be the transition operator of the plain chain from one event to the next, with absorption at $n=0$. For a nonnegative function $f$ let $F_k=\sum_iw_if(x_i)$ be the weighted sum over all particles alive after $k$ events. Suppose a particle of weight $w$ moves from $x$ to $x'$. The expected total weight arriving at $x'$ is

$$
R\cdot\frac wR=w\ \ \text{(splitting)},\qquad
\frac1R\cdot Rw=w\ \ \text{(roulette)} .
$$

Consequently the conditional mean of $F_{k+1}$, given generation $k$, is $\sum_iw_i(Kf)(x_i)$. Iteration from the single initial particle at $x_0$ gives $\mathbb E F_k=(K^kf)(x_0)$, which is the plain expectation after $k$ events.

Choose $f(n)=1/(a+b)$ for $n\ge M$ and zero below. Then $\mathbb EF_k$ is the mean score of generation $k$. All scores are nonnegative, so sum and expectation may be interchanged:

$$
\mathbb E[\text{score}]=\sum_{k=0}^{\infty}(K^kf)(1)=m_1 .
$$

The proof uses the Markov property and conservation of mean weight. It does not use constant rates or the value of $\rho$. A numerical test with irregular level-dependent rates gave a ratio of split to plain mean of 1.000000. For field-driven flights the same argument applies if every crossing of a splitting surface is treated as an event at which the full state is recorded; that case was not simulated here.

## Why the population stays finite

With roulette, the mean number of particles sent from $n$ to $n'$ by one event is $B_{nn'}=K_{nn'}w_n/w_{n'}$. Thus $B=DKD^{-1}$ with $D=\mathrm{diag}(w_n)$. On a ladder cut at a finite height, $B$ and $K$ have the same eigenvalues, and those of the absorbed plain chain lie inside the unit circle.

Suppose particles are split on every rise but not thinned on the way down. With $d=1-u$, the block of $B$ for levels $1$ to $M$ has elements $uR$ upward and $d$ downward. Its largest eigenvalue is $2\sqrt{Rud}\cos[\pi/(M+1)]$. Since the matrix is nonnegative, this is a lower bound on the spectral radius of the whole. If it exceeds one, the mean population grows exponentially with the number of events.

For the example below the bound is 1.550, and the radius computed with the ladder cut at 20 levels is 1.552. With roulette and the same cut it is 0.799. The weights would still be correct without roulette, but the work would have no finite mean.

## Exact variance

**First moments.** Let $m_n$ be the mean future time above threshold, starting at $n$ with unit weight. For $1\le n<M$,

$$
m_n=um_{n+1}+dm_{n-1},\qquad m_0=0 .
$$

Since $u+d=1$, this is $u(m_{n+1}-m_n)=d(m_n-m_{n-1})$. Successive differences grow by $d/u=1/\rho$, so for $n\le M$

$$
m_n=m_1h_n,\qquad h_n=\sum_{j=0}^{n-1}\rho^{-j}=\frac{\rho^{-n}-1}{\rho^{-1}-1}.
$$

For $n>M$ the particle first descends $n-M$ levels, all above threshold, hence $m_n=m_M+(n-M)/(b-a)$.

**Second moments.** Let $s_n$ be the second moment of the future score of a unit-weight particle at $n$. For $1<n<M$, a rise produces the average of $R$ independent scores, and a fall produces $R$ times a score with probability $1/R$:

$$
s_n=u\left[\frac{s_{n+1}}R+\left(1-\frac1R\right)m_{n+1}^2\right]+dR\,s_{n-1}.
$$

At $n=1$ the last term is absent. At $n\ge M$ the score is $t+Z'$, where $t$ is the flight time and $Z'$ the independent later score. Using $\mathbb Et^2=2/(a+b)^2$ and $\mathbb EZ'=m_n-1/(a+b)$,

$$
s_n=\frac{2}{(a+b)^2}+\frac{2}{a+b}\left(m_n-\frac1{a+b}\right)+\mathbb EZ'^2
=\frac{2m_n}{a+b}+\mathbb EZ'^2 .
$$

Now set $y_n=w_ns_n$. Below threshold $w_n/R=w_{n+1}$, and on falls with roulette $Rw_n=w_{n-1}$. Above threshold the weights are equal. Every case becomes

$$
y_n=uy_{n+1}+dy_{n-1}+w_nc_n,\qquad y_0=0,
$$

with $c_n=u(1-1/R)m_{n+1}^2$ for $n<M$ and $c_n=2m_n/(a+b)$ for $n\ge M$. This is the plain chain with a source. Its solution is $s_1=y_1=\sum_nG_nw_nc_n$, where $G_n$ is the mean number of plain visits to $n$, namely residence time times event rate:

$$
G_n=(a+b)\frac{\rho^n}{a}=(1+\rho)\rho^{n-1}.
$$

**Splitting part.** Since $u=\rho/(1+\rho)$, we have $uG_n=\rho^n$. Levels below $M$ contribute

$$
m_1^2\left(1-\frac1R\right)\sum_{n=1}^{M-1}\rho^nR^{-(n-1)}h_{n+1}^2 .
$$

**Scoring part.** Using $G_n/(a+b)=\rho^n/a$ and $\sum_jj\rho^j=\rho/(1-\rho)^2$, levels from $M$ upward contribute

$$
\frac{2w_M}{a}\sum_{n\ge M}\rho^nm_n
=2w_Mm_1\left[m_M+\frac{\rho}{(1-\rho)(b-a)}\right].
$$

Here $m_M=m_1h_M=(1-\rho^M)/[b(1-\rho)^2]$, and the second term in the bracket is $\rho/[b(1-\rho)^2]$. Adding them and dividing by $m_1^2$ gives the relative variance per cycle, $V=s_1/m_1^2-1$:

$$
V+1=\frac{2R^{1-M}\rho^{1-M}(1+\rho-\rho^M)}{1-\rho}
+\left(1-\frac1R\right)\sum_{n=1}^{M-1}\rho^nR^{1-n}h_{n+1}^2 .
$$

For $R=1$ the sum drops out, and $V$ grows as $\rho^{-M}$. Numerical tests compared this formula, for several $\rho$, $M$ and $R$, with second moments obtained from the Laplace transform of the full branching score.

## Work and the choice of $R$

The weighted mean number of visits to $n$ is $G_n$, and every particle there has weight $w_n$. The mean number of simulated flights at $n$ is thus $G_n/w_n$. Summing over levels,

$$
C=(1+\rho)\left[\sum_{n=1}^{M}(\rho R)^{n-1}+\frac{R^{M-1}\rho^M}{1-\rho}\right].
$$

A budget of $F$ flights allows about $F/C$ cycles, so the squared relative error is about $VC/F$. The efficiency gain is the ratio of $VC$ for plain simulation to $VC$ with splitting.

**Matched splitting, $R\rho=1$.** Insert $h_{n+1}=\rho^{-n}(1-\rho^{n+1})/(1-\rho)$. The powers of $\rho$ in each term of the sum combine to $\rho^{n+(n-1)-2n}=\rho^{-1}$, so that

$$
V+1=\frac{2(1+\rho-\rho^M)}{1-\rho}+\sum_{n=1}^{M-1}\frac{(1-\rho^{n+1})^2}{\rho(1-\rho)},
\qquad C=(1+\rho)\left(M+\frac{\rho}{1-\rho}\right).
$$

Both grow linearly for large $M$, and

$$
VC\simeq\frac{1+\rho}{\rho(1-\rho)}M^2 .
$$

At $\rho=0.25$ and $R=4$, numerical differentiation of the Laplace transform gave a variance step of 5.33 between $M=12$ and $M=13$, in agreement with the limiting step $1/[\rho(1-\rho)]=5.33$.

**Mismatched splitting.** Let $r=R\rho$ stay fixed. Terms of the variance sum scale as $r^{-n}$, and those of the work sum as $r^{n-1}$. For $r<1$ too few particles arrive and $V$ grows as $r^{-M}$. For $r>1$ too many arrive and $C$ grows as $r^M$. Either way $VC$ is eventually exponential in $M$, though slowly if $r$ is close to one.

A noninteger $R$ can be realized by a random integer number $\nu$ of copies with mean $R$, each of weight $w/R$. The mean is conserved. Counting pairs as before replaces the factor $1-1/R$ in the variance by $\mathbb E[\nu(\nu-1)]/R^2$. This variant was not run.

## A threshold ten phonons up

Take round parameters $\hbar\omega=35$ meV, $T=300$ K, $W=5\times10^{12}\ \mathrm{s^{-1}}$, $M=10$ and $R=4$. The threshold is $E=0.35$ eV. The numbers illustrate the method: in a real material, nonparabolicity, higher subbands and wavevector-dependent coupling can change the rates at such energies. Then $\hbar\omega/k_BT=1.354$, $\rho=0.2582$ and $N=0.3481$, which give $a=1.741\times10^{12}\ \mathrm{s^{-1}}$ and $b=6.741\times10^{12}\ \mathrm{s^{-1}}$. The tail is

$$
P=\frac{m_1}{T_c}=\frac{1.0216\times10^{-18}\ \mathrm s}{7.745\times10^{-13}\ \mathrm s}=1.319\times10^{-6}.
$$

The formulas predict $V=6.642\times10^5$ and $C=1.696$ for plain simulation, against $V=42.49$ and $C=15.21$ with splitting. The gain is

$$
\frac{6.642\times10^5\times1.696}{42.49\times15.21}\approx1.74\times10^3 .
$$

Two runs of about $6.01\times10^6$ flights each were made.

- **Split run:** 400,000 cycles gave $1.296\times10^{-6}$, which is 1.8% below the analytic tail. The predicted relative standard error is $\sqrt{42.49/400000}=1.03\%$, so the deviation is 1.7 standard errors. The measured relative variance was 42.19.
- **Plain run:** 3,541,454 cycles gave $7.8\times10^{-7}$, which is 41% below the analytic tail, with a predicted relative standard error of 43%. Only 12 cycles reached the threshold. The expected number is the cycle count divided by $h_M$, about 13.

Among integers from 2 to 8 the best factor is $R=4$, the nearest to $1/\rho=3.87$. The gain falls to 1231 at $R=3$ and 968 at $R=5$. At $R=8$ it is 57, because $r$ is then about 2 and most work goes into surplus copies.

With $R=4$ the gain is 8.4 at $M=5$ and $3.2\times10^8$ at $M=20$. The split variance at $M=5,10,15,20$ is 21.2, 42.5, 60.6 and 76.0. Its increments shrink by a factor of about 0.85 per five levels, as $r^{-5}$ with $r=1.033$ requires. The work grows correspondingly faster than linearly. These gains count flights; the cost of storing and copying particles is not included.

## Failure modes

**Unfinished cycles.** Stopping after a fixed number of events omits nonnegative terms from the sum over generations and biases the tail downward. Every stack must be emptied.

**Error bars from particles.** Copies within a cycle share ancestors and are correlated. The independent samples are the total scores of whole cycles.

**Shared random numbers.** If copies follow identical paths, the mean survives, but the average of $R$ equal scores has second moment $s_{n+1}$ instead of the bracket in the recursion. The factor $R$ on falls remains, so for levels $1$ to $M$ the recursion has elements $u$ upward and $dR$ downward. Their largest eigenvalue is again $2\sqrt{Rud}\cos[\pi/(M+1)]$. For the example above, with $M=10$ and $R=4$, it is 1.550, so the variance is infinite and the result is worse than plain simulation.

**Too few arrivals.** A plain run with no arrivals reports zero tail and zero sample variance. That is no evidence of a small error.

**Estimated cycle time.** If $T_c$ is unknown, it can be measured over $n_c$ cycles. Let $\delta_X$ and $\delta_T$ be the relative deviations of the mean score and mean cycle time. Then $(1+\delta_X)/(1+\delta_T)\approx1+\delta_X-\delta_T-\delta_X\delta_T+\delta_T^2$. The linear terms average to zero and the quadratic ones to order $1/n_c$. The ratio is consistent but in general biased at that order.

**A poor splitting coordinate.** In this model the level alone determines the chance of reaching the threshold. With a field or an anisotropic band, direction or position can matter too. Splitting in energy remains unbiased under the conditions of the proof, but the variance formula and the choice $R\approx1/\rho$ no longer apply.

The remaining values are in the numerical output below.

## Numbers as computed

```
phonon energy = 35.0 meV
temperature = 300.0 K
coupling rate W = 5.000e+12 s^-1
threshold level M = 10; splitting factor R = 4
threshold energy above ladder origin = 0.350 eV
phonon energy/(k_B T) = 1.35386
phonon occupation N = 0.34815
absorption rate a = 1.74074e+12 s^-1
emission rate b = 6.74074e+12 s^-1
rho = 0.258241; 1/rho = 3.8723; R*rho = 1.0330
analytic tail probability = 1.31904e-06
mean cycle time = 7.74469e-13 s
mean time above threshold per cycle = 1.02156e-18 s
particle weight at threshold = 3.81470e-06
relative variance per cycle, plain = 6.64198e+05
relative variance per cycle, split = 42.4928
flights per cycle, plain = 1.6963
flights per cycle, split = 15.2094
predicted efficiency gain = 1743.3
population spectral radius with roulette = 0.7987
population spectral radius without roulette = 1.5519
irregular-rate split mean/plain mean = 1.000000
rho=0.25, R=4: variance step M=12 to 13 = 5.3335
rho=0.25, R=4: limiting variance step = 5.3333
split run: cycles = 400000; flights = 6007350
split run: tail estimate = 1.29564e-06
split run: estimate/exact = 0.98226
split run: predicted relative standard error = 0.01031
split run: measured relative variance = 42.1862
split run: flights per cycle = 15.0184
plain run: cycles = 3541454; flights = 6005140
plain run: cycles reaching M = 12
plain run: tail estimate = 7.81372e-07
plain run: estimate/exact = 0.59238
plain run: predicted relative standard error = 0.43307
M=10, R=2: efficiency gain = 158.80
M=10, R=3: efficiency gain = 1231.08
M=10, R=4: efficiency gain = 1743.29
M=10, R=5: efficiency gain = 968.16
M=10, R=6: efficiency gain = 386.35
M=10, R=7: efficiency gain = 145.88
M=10, R=8: efficiency gain = 57.09
best integer R from 2 to 8 = 4
M=5, R=4: tail = 1.148e-03, V_split = 21.19, gain = 8.440e+00
M=10, R=4: tail = 1.319e-06, V_split = 42.49, gain = 1.743e+03
M=15, R=4: tail = 1.515e-09, V_split = 60.61, gain = 6.578e+05
M=20, R=4: tail = 1.740e-12, V_split = 76.01, gain = 3.151e+08
```
